\section*{Landau straggling of energy loss from a 1/T² collision spectrum}

\section{A mean that is not typical}

A singly charged heavy particle crosses a model layer and loses 2530 hartree on average. Its most probable loss is 1893 hartree, and the probability of losing more than the mean is only 0.22. Although the particle makes more than a thousand collisions, the losses do not cluster symmetrically about their mean. The cause is the Coulomb collision spectrum, which falls as $1/T^2$ with the energy $T$ given to an electron.

Atomic units are used, with electron mass $m=1$. The layer has thickness $x$ and electron density $n$; the particle has charge $z$ and speed $v$. Let $w(T)\,dT$ be the probability per unit path of a loss in $dT$. Collisions are independent, and $v$ is taken as constant through the layer. Let $f(x,\Delta)$ be the density of the total loss $\Delta$. The result to be derived is
\begin{equation}
f=\frac{\varphi(\lambda)}{\xi},\qquad
\varphi(\lambda)=\frac1{2\pi i}\int_{c-i\infty}^{c+i\infty}e^{u\ln u+\lambda u}\,du,
\label{landau}
\end{equation}
with $c>0$, where $\xi$ is an energy proportional to $x$ and $\lambda$ is a shifted and scaled loss. The mode is at $\lambda=-0.223$, the full width at half maximum is $4.02\,\xi$ in energy, and $\varphi$ has no finite mean.

\section{The collision spectrum}

In the rest frame of a very heavy projectile, an electron arrives with momentum $p_e=\gamma v$, where $\gamma=(1-\beta^2)^{-1/2}$ and $\beta=v/c$. It scatters elastically through an angle $\theta$. At tree level the potential enters once, through its Fourier transform of magnitude $4\pi z/q^2$, with $q=2p_e\sin(\theta/2)$. The golden rule has the density of final states $p_e^2/[(2\pi)^3v]$ per solid angle. Dividing the rate by the flux $v$ and using $p_e/v=\gamma$ gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\Big(\frac{\gamma}{2\pi}\Big)^2
\Big(\frac{4\pi z}{q^2}\Big)^2S .
\end{equation}
The factor $S$ is $|u'^\dagger u|^2/(2\gamma)^2$, averaged over initial and summed over final spins, with spinors in units $m=c=1$. For $u=\sqrt{\gamma+1}\,(\chi,\ \boldsymbol\sigma\!\cdot\!\mathbf k\,\chi/(\gamma+1))$ and $k^2=\gamma^2-1$,
\begin{equation}
u'^\dagger u=\chi'^\dagger\big[(\gamma+1)+(\gamma-1)\cos\theta
+i(\gamma-1)\sin\theta\,\boldsymbol\sigma\!\cdot\!\mathbf n\big]\chi ,
\end{equation}
where $\mathbf n$ is a unit vector normal to the scattering plane. The spin sum adds the squares of the scalar and spin parts:
\begin{align}
4\gamma^2S&=(\gamma+1)^2+(\gamma-1)^2+2(\gamma^2-1)\cos\theta\nonumber\\
&=4\gamma^2-4(\gamma^2-1)\sin^2(\theta/2),
\end{align}
so $S=1-\beta^2\sin^2(\theta/2)$.

Now return to the frame in which the electron was at rest. In the projectile frame the scattered electron has energy $\gamma c^2$ and momentum $-\gamma v\cos\theta$ along the beam. Its kinetic energy after the boost is
\begin{equation}
T=\gamma(\gamma c^2-\gamma v^2\cos\theta)-c^2
=\gamma^2v^2(1-\cos\theta)=T_{\max}\sin^2(\theta/2),
\end{equation}
because $(\gamma^2-1)c^2=\gamma^2v^2$. Here $T_{\max}=2\gamma^2v^2$. It follows that $q^2=2T$ and $d\Omega=4\pi\,dT/T_{\max}$, hence
\begin{equation}
\frac{d\sigma}{dT}=\frac{\gamma^2}{4\pi^2}\,\frac{4\pi^2z^2}{T^2}\,
\frac{4\pi}{2\gamma^2v^2}\,S
=\frac{2\pi z^2}{v^2T^2}\Big(1-\beta^2\frac{T}{T_{\max}}\Big).
\label{mott}
\end{equation}
For $T$ far above the binding energies and far below $T_{\max}$,
\begin{equation}
w(T)=\frac{k}{T^2},\qquad k=\frac{2\pi nz^2}{v^2},\qquad \xi=kx .
\end{equation}
The expected number of losses above $T$ is then about $\xi/T$. Thus $\xi$ is the energy that is exceeded about once per crossing.

Binding changes $w$ at small $T$. To leading order only the mean of the small losses will matter, and it defines an energy $\varepsilon$ through
\begin{equation}
x\int_0^{T_0}T\,w(T)\,dT=\xi\ln\frac{T_0}{\varepsilon},
\label{eps}
\end{equation}
for any $T_0$ in the $1/T^2$ region. Raising $T_0$ changes both sides by the same logarithm, so $\varepsilon$ does not depend on $T_0$. It need not be the energy of any actual loss.

\section{First derivation: the transport equation}

In a slice $dx$, losses bring particles from $\Delta-T$ to $\Delta$ and remove others from $\Delta$:
\begin{equation}
\frac{\partial f}{\partial x}=\int_0^\infty w(T)\,[f(x,\Delta-T)-f(x,\Delta)]\,dT,
\qquad f(0,\Delta)=\delta(\Delta).
\label{transport}
\end{equation}
Let $\tilde f(x,p)=\int_0^\infty e^{-p\Delta}f\,d\Delta$. Since $f$ vanishes for negative argument, a shift by $T$ multiplies the transform by $e^{-pT}$. Each $p$ then evolves separately, from $\tilde f(0,p)=1$:
\begin{equation}
\tilde f=e^{-Q(p)},\qquad Q(p)=x\int_0^\infty w(T)(1-e^{-pT})\,dT .
\label{Q}
\end{equation}

Split the integral at a $T_0$ in the $1/T^2$ region with $pT_0\ll1$. Below $T_0$, $1-e^{-pT}\simeq pT$, and (\ref{eps}) gives $\xi p\ln(T_0/\varepsilon)$. Above $T_0$, integrate by parts:
\begin{equation}
\xi\int_{T_0}^\infty\frac{1-e^{-pT}}{T^2}\,dT
=\xi\,\frac{1-e^{-pT_0}}{T_0}+\xi p\int_{pT_0}^\infty\frac{e^{-s}}{s}\,ds .
\label{upper}
\end{equation}
The first term tends to $\xi p$. For the second, separate the logarithm. With $\delta=pT_0$,
\begin{equation}
\int_\delta^\infty\frac{e^{-s}}s\,ds=-\ln\delta+
\int_\delta^1\frac{e^{-s}-1}{s}\,ds+\int_1^\infty\frac{e^{-s}}s\,ds .
\end{equation}
As $\delta\to0$, integration by parts turns the last two integrals into $\int_0^\infty e^{-s}\ln s\,ds=\Gamma'(1)=-\gamma_E$, where $\gamma_E$ is Euler's constant. The upper part is therefore $\xi p\,[1-\gamma_E-\ln(pT_0)]$. In the sum $T_0$ cancels:
\begin{equation}
Q(p)=\xi p\,[1-\gamma_E-\ln(p\varepsilon)].
\label{Qlandau}
\end{equation}

The inverse transform is $f=(2\pi i)^{-1}\int e^{p\Delta-Q(p)}dp$. Put $u=\xi p$, so that $dp=du/\xi$ and $\ln(p\varepsilon)=\ln u-\ln(\xi/\varepsilon)$. The exponent becomes
\begin{equation}
u\ln u+u\Big[\frac{\Delta}{\xi}-\ln\frac{\xi}{\varepsilon}-1+\gamma_E\Big],
\end{equation}
which is (\ref{landau}) with
\begin{equation}
\lambda=\frac{\Delta}{\xi}-\ln\frac{\xi}{\varepsilon}-1+\gamma_E .
\label{lambda}
\end{equation}
Near the peak of the distribution the relevant $u$ are of order one, so $p\sim1/\xi$. Small losses must therefore be small compared with $\xi$, and the $1/T^2$ law must hold well beyond $\xi$.

\section{Second derivation: weighting collisions by energy}

Now fix $x$ and count collisions. Their number $N$ is Poisson distributed with mean $\Lambda=x\int w\,dT$, so
\begin{equation}
f(\Delta)=e^{-\Lambda}\sum_{N=0}^\infty\frac{x^N}{N!}\,w^{*N}(\Delta),
\end{equation}
where $w^{*N}$ is the $N$-fold convolution and $w^{*0}=\delta$. Multiply by $\Delta=T_1+\dots+T_N$. The $N$ losses contribute equally, so $\Delta\,w^{*N}=N\,(Tw)*w^{*(N-1)}$. The factor $N$ turns $1/N!$ into $1/(N-1)!$. The $N=0$ term vanishes, and the remaining series is again $f$:
\begin{equation}
\Delta f(\Delta)=x\int_0^\infty T\,w(T)\,f(\Delta-T)\,dT .
\label{bias}
\end{equation}

Take $T_0$ in the $1/T^2$ region, but small compared with $\xi$. If $f$ hardly changes over $T_0$, the part $T<T_0$ is $\xi\ln(T_0/\varepsilon)f(\Delta)$ by (\ref{eps}). In the rest, $xTw=\xi/T$. Write $f=\varphi/\xi$, $T=\xi t$ and $t_0=T_0/\xi$, and use $\ln(T_0/\varepsilon)=\ln(\xi/\varepsilon)-\int_{t_0}^1dt/t$. Then let $t_0\to0$:
\begin{equation}
(\lambda+1-\gamma_E)\,\varphi(\lambda)=\int_0^1\frac{\varphi(\lambda-t)-\varphi(\lambda)}{t}\,dt
+\int_1^\infty\frac{\varphi(\lambda-t)}{t}\,dt .
\label{stationary}
\end{equation}
Neither thickness nor material appears here, so the shape is universal in this limit.

To solve it, define $g(u)=\int_{-\infty}^\infty e^{-u\lambda}\varphi(\lambda)\,d\lambda$ for $u>0$, for a density that decays fast enough on the left. Multiplication by $\lambda$ becomes $-d/du$. The right side becomes $K(u)g(u)$, with
\begin{equation}
K(u)=\int_0^1\frac{e^{-ut}-1}{t}\,dt+\int_1^\infty\frac{e^{-ut}}{t}\,dt .
\end{equation}
Differentiation gives $K'=-\int_0^\infty e^{-ut}dt=-1/u$. The value $K(1)=-\gamma_E$ was found above, so $K=-\gamma_E-\ln u$. Hence
\begin{equation}
-g'+(1-\gamma_E)g=-(\gamma_E+\ln u)g
\quad\Longrightarrow\quad \frac{g'}{g}=1+\ln u .
\end{equation}
The solution with $g(0)=1$, which is the normalization, is $g=e^{u\ln u}$. Its inversion is (\ref{landau}).

\section{Mode, width and tails}

The integrand of (\ref{landau}) is analytic for $\mathrm{Re}\,u>0$ and regular enough at zero for the path to be moved onto the imaginary axis. There $u=iy$ and $u\ln u=iy\ln y-\pi y/2$ for $y>0$. The two halves are complex conjugates, so
\begin{equation}
\varphi(\lambda)=\frac1\pi\int_0^\infty e^{-\pi y/2}\cos(y\ln y+\lambda y)\,dy .
\label{axis}
\end{equation}
Gauss--Legendre quadrature and root finding on $\varphi'$ give the mode $\lambda_m=-0.2228$, with height 0.1807. The half-height points are $-1.5865$ and $2.4321$, so the width is 4.019. Since $d\Delta=\xi\,d\lambda$ at fixed thickness, this is $4.02\,\xi$ in energy. The most probable loss is
\begin{equation}
\Delta_m=\xi\Big[\ln\frac{\xi}{\varepsilon}+1-\gamma_E+\lambda_m\Big]
=\xi\Big[\ln\frac{\xi}{\varepsilon}+0.2000\Big].
\label{mode}
\end{equation}
It grows faster than $x$: a thicker layer makes larger single losses likely enough to enter the typical total.

For the right tail, fold the path round the negative axis. On its two sides $u=te^{\pm i\pi}$ and $u\ln u=-t\ln t\mp i\pi t$. The difference of the two sides gives
\begin{equation}
\varphi(\lambda)=\frac1\pi\int_0^\infty e^{-t\ln t-\lambda t}\sin(\pi t)\,dt .
\end{equation}
At large $\lambda$ only small $t$ counts. With $\sin\pi t\simeq\pi t$, $e^{-t\ln t}\simeq1-t\ln t$ and $\Gamma'(3)=3-2\gamma_E$,
\begin{equation}
\varphi(\lambda)\simeq\frac1{\lambda^2}+\frac{2\ln\lambda-3+2\gamma_E}{\lambda^3}.
\end{equation}
The leading term is the spectrum itself: in energy it reads $\xi/(\Delta-\Delta_0)^2$ with $\Delta_0=\xi[\ln(\xi/\varepsilon)+1-\gamma_E]$, the expected density of single losses of size $\Delta-\Delta_0$. Far in the tail, at $\lambda\gg1$, one hard collision thus supplies most of the excess over the typical total, and nearly all of the loss when $\Delta\gg\Delta_0$. Quadrature gives $\lambda^2\varphi=1.076$ at $\lambda=100$ and 1.012 at $\lambda=1000$.

On the left, the exponent $u\ln u+\lambda u$ is stationary at $u_0=e^{-1-\lambda}$. Its value there is $-u_0$ and its second derivative is $1/u_0$. The Gaussian integral along the vertical path gives
\begin{equation}
\varphi(\lambda)\simeq\sqrt{\frac{u_0}{2\pi}}\;e^{-u_0}.
\end{equation}
This falls as an exponential of an exponential. At $\lambda=-3$ it gives $6.70\times10^{-4}$, against $6.74\times10^{-4}$ by quadrature.

\section{The missing mean}

Let $M(L)=\int_{-\infty}^L\lambda\varphi\,d\lambda$. Since $\lambda\varphi\simeq1/\lambda$ on the right, $M(L)\simeq\ln L+C$, which diverges. To find $C$, use
\begin{equation}
-g'(u)=\int_{-\infty}^{\infty}\lambda\varphi\,e^{-u\lambda}\,d\lambda=u\int_{-\infty}^{\infty}M(L)e^{-uL}\,dL .
\end{equation}
As $u\to0$ the left side tends to $-1-\ln u$ and the right side to $-\gamma_E-\ln u+C$. Thus $C=\gamma_E-1$. At $L=10^4$ this law gives 8.788, and direct integration gives 8.786.

The physical mean is finite because $T$ cannot exceed $T_{\max}$. Integrating $Tw$ with (\ref{mott}) above $T_0$ and (\ref{eps}) below it gives, for $T_0\ll T_{\max}$,
\begin{equation}
\langle\Delta\rangle=\xi\Big[\ln\frac{T_{\max}}{\varepsilon}-\beta^2\Big],
\qquad
\langle\Delta\rangle-\Delta_m=\xi\Big[\ln\frac{T_{\max}}{\xi}-\beta^2-0.2000\Big].
\label{gap}
\end{equation}
The gap comes mainly from losses between $\xi$ and $T_{\max}$. About one is expected per crossing, yet they carry the large logarithm.

The opposite limit, $\xi\gg T_{\max}$, is different. Expanding $Q$ in powers of $p$ gives the variance $x\int T^2w\,dT\simeq\xi T_{\max}(1-\beta^2/2)$ and a third cumulant of order $\xi T_{\max}^2$. The skewness is of order $(T_{\max}/\xi)^{1/2}$ and vanishes, as do the higher scaled cumulants. The loss becomes Gaussian, provided the particle still has not slowed appreciably. This proviso is restrictive. For a proton with the speed and spectrum of the next section, the skewness is still 0.16 at $\xi=10\,T_{\max}$, where the mean loss computed at constant $v$ is already about half the kinetic energy.

\section{The layer in numbers}

The layer has round model parameters: $z=1$, $v=100$, $n=0.1$ and $x=2\times10^6$ atomic units, or 105.8 micrometres. Then $\beta=0.7297$, $T_{\max}=42782$ hartree, and
\begin{equation}
\xi=\frac{2\pi(0.1)(2\times10^6)}{100^2}=125.66\ \text{hartree}=3.419\ \text{keV}.
\end{equation}
The small losses are modelled by one discrete line at $E_0=1$ hartree, which contributes $a\xi$ to the mean loss with $a=10$. The spectrum (\ref{mott}) acts from $E_0$ to $T_{\max}$. The restricted mean is $\xi[a+\ln(T_0/E_0)]$, so $\varepsilon=E_0e^{-a}=4.54\times10^{-5}$ hartree, far below any loss in the model. With $\ln(\xi/\varepsilon)=14.834$,
\begin{align}
\Delta_m&=125.66\,(14.834+0.200)=1889\ \text{hartree}=51.4\ \text{keV},\\
4.019\,\xi&=505\ \text{hartree}=13.7\ \text{keV}.
\end{align}
The mean in (\ref{gap}) is 2530 hartree, or 68.8 keV.

Equation (\ref{transport}) was also solved for this spectrum directly in energy space, on a grid of 0.125 hartree. A slice of thickness $x/2^{20}$ was treated by a third-order Taylor step and the thickness was then doubled twenty times, each time by convolving the current distribution with itself. The most probable loss is 1893 hartree and the width 512 hartree, which is 1.5\% above the Landau width.

Most of the difference comes from the next term of the small-loss expansion. Below $T_0$ it adds $-\tfrac12p^2x\int_0^{T_0}T^2w\,dT=-\tfrac12p^2\xi[(a-1)E_0+T_0]$ to $Q$. The next terms of (\ref{upper}) add $-\tfrac12\xi p^2T_0+\xi p^2T_0=+\tfrac12\xi p^2T_0$. Again $T_0$ cancels, and the transform acquires the factor
\begin{equation}
e^{s^2u^2/2},\qquad s^2=\frac{(a-1)E_0}{\xi}=0.072 .
\end{equation}
This is a Gaussian broadening of variance $s^2$ in $\lambda$. It moves the mode from $-0.223$ to $-0.186$ and the width from 4.019 to 4.087; the transport solution has $-0.190$ and 4.077. The binning of the spectrum at $E_0$ lowers this mode by about 0.001; inversion of (\ref{Q}) without a grid gives $-0.189$. At half the thickness $s^2=0.143$, and the broadened width is 4.156 against 4.152 from transport. The broadened values slightly overshoot the transport values. This remainder comes mainly from the factor $1-\beta^2T/T_{\max}$ in (\ref{mott}), which the Landau form omits. For $E_0\ll1/p\ll T_{\max}$ it adds about $-(\beta^2\xi/T_{\max})[\ln(pT_{\max})+\gamma_E]$ to $Q$, with $\beta^2\xi/T_{\max}=0.0016$ at the full thickness. With that factor dropped from the spectrum, inversion of (\ref{Q}) gives $-0.186$ and 4.087.

Doubling the thickness raises the most probable loss in the transport solution from 905 to 1893 hartree, a factor of 2.09.

The closeness to the Landau width belongs to this model spectrum. A single line at 1 hartree with $a=10$ corresponds to a mean excitation energy near 27 eV. A solid of this electron density, such as silicon, has a mean excitation energy near 170 eV and inner-shell losses of a few keV, of the same order as $\xi$. A rough three-line spectrum of that kind gives $s^2$ close to 1 and a width close to $5\,\xi$ at the same $n$, $v$ and $x$. For a real layer this thin, $4.02\,\xi$ is therefore too narrow.

\section{What each derivation assumes}

Both derivations assume independent collisions, constant $v$ and the window $E_0\ll\xi\ll T_{\max}$, with $E_0$ standing for the scale of the small losses. Strictly, neglect of the broadening requires $(a-1)E_0\ll\xi$, which is stronger when $a$ is large. Both also end with a Laplace inversion, but they use the assumptions at different places.

The first follows the beam through the layer. It needs the loss in each slice to be independent of earlier losses, and the initial condition fixes the normalization. If $w$ varied with depth in a prescribed way, $xw$ in (\ref{Q}) would become $\int w\,dx$. The small-loss approximation is made in the transform, as $pT\ll1$ for the relevant $p\sim1/\xi$.

The second needs no evolution in depth. It assumes Poisson statistics for the whole layer, which the first derivation obtains from independent slices. Its small-loss approximation is made in energy space: $f$ must vary little over a small loss. Since $f$ varies over a few $\xi$, this is the same condition seen without the transform. Equation (\ref{bias}) is homogeneous in $f$, so the normalization must be supplied separately, and decay on the left is required for $g$ to exist.

The two routes also fail together. In a very thin layer $\xi$ is comparable with the small losses, and their individual spectrum remains visible. In a thick one the upper limit $T_{\max}$ shapes the bulk of the distribution. If the total loss changes $v$ appreciably, $w$ depends on the loss already suffered, and neither the product form (\ref{Q}) nor the Poisson series holds.
